# Average Hamiltonians for Lee-Goldburg, WAHUHA and MREV-8: verification in Python

```python
"""
Result under test: for spins 1/2 with H = sum_i d_i Iz_i + sum_ij D_ij (3 Iz_i Iz_j - I_i.I_j)
the zeroth-order average Hamiltonian under Lee-Goldburg (LG), WAHUHA and MREV-8 has no
dipolar part, and the shifts are scaled by 1/sqrt(3), 1/sqrt(3) and sqrt(2)/3.
Symbols: d_i shift energy, D_ij secular dipolar coupling, tau pulse spacing (ideal pulses),
omega_e effective LG field, theta its tilt from z.
Internal units: energy 1e-9 eV (neV), time hbar/neV, length angstrom.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm, logm

NEV = 1e-9  # eV per internal energy unit


def spin_operators(count):
    """List over spins of [Ix, Iy, Iz] in the product space."""
    single = [np.array([[0, 1], [1, 0]], complex) / 2,
              np.array([[0, -1j], [1j, 0]]) / 2,
              np.array([[1, 0], [0, -1]], complex) / 2]
    return [[np.kron(np.kron(np.eye(2**k), s), np.eye(2**(count - k - 1)))
             for s in single] for k in range(count)]


def norm(a):
    return np.linalg.norm(a, 2)


def total(ops, vec):
    return sum(v * spin[a] for spin in ops for a, v in enumerate(vec))


def scalar(a, b):
    return sum(a[k] @ b[k] for k in range(3))


def along(a, b, vec):
    """3 (I_a.n)(I_b.n) - I_a.I_b"""
    left = sum(v * m for v, m in zip(vec, a))
    right = sum(v * m for v, m in zip(vec, b))
    return 3 * left @ right - scalar(a, b)


AXES = {"X": (1, 0, 0), "-X": (-1, 0, 0), "Y": (0, 1, 0), "-Y": (0, -1, 0)}
# each entry: (free evolution in units of tau, pulse that follows it)
WAHUHA = [(1, "X"), (1, "-Y"), (2, "Y"), (1, "-X"), (1, None)]
MREV8 = WAHUHA + [(1, "-X"), (1, "-Y"), (2, "Y"), (1, "X"), (1, None)]
UNEQUAL = [(1, "X"), (1, "-Y"), (1, "Y"), (1, "-X"), (1, None)]


def pulse(ops, name):
    if name is None:
        return np.eye(len(ops[0][0]), dtype=complex)
    return expm(-0.5j * np.pi * total(ops, AXES[name]))


def toggled(ops, sequence, ham):
    """Toggling-frame Hamiltonian of each window, with its duration."""
    rf = np.eye(len(ham), dtype=complex)
    windows = []
    for duration, name in sequence:
        windows.append((duration, rf.conj().T @ ham @ rf))
        rf = pulse(ops, name) @ rf
    assert norm(rf - np.eye(len(ham))) < 1e-12  # the pulses form a cycle
    return windows


def pulse_average(ops, sequence, ham):
    windows = toggled(ops, sequence, ham)
    return sum(t * h for t, h in windows) / sum(t for t, h in windows)


def tilt_vector(theta):
    return np.array([np.sin(theta), 0, np.cos(theta)])


def rotation_average(ops, axis, ham, points=12):
    """Average over one turn about axis; exact for harmonics below 'points'."""
    result = 0
    for k in range(points):
        u = expm(-2j * np.pi * k / points * total(ops, axis))
        result = result + u.conj().T @ ham @ u / points
    return result


def effective_from(u, period):
    h = 1j * logm(u) / period
    return (h + h.conj().T) / 2


def exact_pulsed(ops, sequence, ham, tau):
    u = np.eye(len(ham), dtype=complex)
    for duration, name in sequence:
        u = pulse(ops, name) @ expm(-1j * duration * tau * ham) @ u
    return effective_from(u, tau * sum(t for t, p in sequence))


def exact_lg(ops, ham, tau):
    """LG cycle with omega_e = 1/tau, seen in the toggling frame."""
    field = total(ops, tilt_vector(MAGIC)) / tau
    period = 2 * np.pi * tau
    rf = expm(-1j * period * field)
    return effective_from(rf.conj().T @ expm(-1j * period * (field + ham)), period)


MAGIC = np.arctan(np.sqrt(2))

# dipolar constant: atomic units against SI
pc = sc.physical_constants
gamma_au = pc["proton g factor"][0] / (2 * pc["proton-electron mass ratio"][0])
bohr = pc["Bohr radius"][0] * 1e10
hartree = pc["Hartree energy in eV"][0]
K_au = sc.alpha**2 * gamma_au**2
K = K_au * hartree * bohr**3  # eV angstrom^3
K_si = (sc.mu_0 / (4 * np.pi) * (pc["proton gyromag. ratio"][0] * sc.hbar)**2
        / sc.e * 1e30)
assert abs(K / K_si - 1) < 1e-7

# three-proton model
positions = np.array([[0, 0, 0], [0, 0, 2], [2, 0, 0]], float)
shifts = np.array([8e-12, -5e-12, 2e-12]) / NEV
ops = spin_operators(3)
pairs = [(0, 1), (0, 2), (1, 2)]
couplings, distances, angles = [], [], []
H_dip = np.zeros((8, 8), complex)
for i, j in pairs:
    r_vec = positions[j] - positions[i]
    r = np.linalg.norm(r_vec)
    e = r_vec / r
    D = K / NEV / r**3 * (1 - 3 * e[2]**2) / 2
    secular = D * along(ops[i], ops[j], (0, 0, 1))
    full = -K / NEV / r**3 * along(ops[i], ops[j], e)
    assert norm(rotation_average(ops, (0, 0, 1), full) - secular) < 1e-12
    H_dip += secular
    couplings.append(D)
    distances.append(r)
    angles.append(np.degrees(np.arccos(e[2])))
H_shift = sum(d * spin[2] for d, spin in zip(shifts, ops))
H = H_shift + H_dip

# zeroth-order averages from the definition, against the claimed results
claims = {"LG": (1 / np.sqrt(3), np.array([np.sqrt(2), 0, 1]) / np.sqrt(3)),
          "WAHUHA": (1 / np.sqrt(3), np.ones(3) / np.sqrt(3)),
          "MREV-8": (np.sqrt(2) / 3, np.array([1, 0, 1]) / np.sqrt(2))}


def average(name, operators, ham):
    if name == "LG":
        return rotation_average(operators, tilt_vector(MAGIC), ham)
    return pulse_average(operators, WAHUHA if name == "WAHUHA" else MREV8, ham)


def exact(name, operators, ham, tau):
    if name == "LG":
        return exact_lg(operators, ham, tau)
    return exact_pulsed(operators, WAHUHA if name == "WAHUHA" else MREV8, ham, tau)


one = spin_operators(1)
mean_vectors, dipolar_left, one_spin_scale = {}, {}, {}
residue, first_order = {}, {}
for name, (scale, axis) in claims.items():
    averaged_z = average(name, one, one[0][2])
    mean_vectors[name] = np.array([2 * np.trace(m @ averaged_z).real for m in one[0]])
    assert np.allclose(mean_vectors[name], scale * axis, atol=1e-12)
    dipolar_left[name] = norm(average(name, ops, H_dip)) / norm(H_dip)
    assert dipolar_left[name] < 1e-12
    predicted = sum(scale * d * sum(v * m for v, m in zip(axis, spin))
                    for d, spin in zip(shifts, ops))
    assert norm(average(name, ops, H) - predicted) < 1e-12

    # exact precession of one isolated spin over a cycle of the worked example
    levels = np.linalg.eigvalsh(exact(name, one, shifts[0] * one[0][2], 1.0))
    one_spin_scale[name] = (levels[1] - levels[0]) / shifts[0]
    assert abs(one_spin_scale[name] / scale - 1) < 0.01  # finite cycle time

    # exact three-spin cycle: residue, and its part linear in the cycle time
    residue[name] = norm(exact(name, ops, H, 1.0) - predicted)
    assert residue[name] < 0.2 * norm(H_dip)
    t = 1 / 128
    coarse = (exact(name, ops, H, t) - predicted) / t
    fine = (exact(name, ops, H, t / 2) - predicted) / (t / 2)
    first_order[name] = 2 * fine - coarse

assert norm(first_order["WAHUHA"]) < 1e-7
mrev_formula = sum(d**2 / 3 * (spin[2] - spin[0]) for d, spin in zip(shifts, ops))
assert norm(first_order["MREV-8"] - mrev_formula) < 0.01 * norm(mrev_formula)
assert norm(first_order["LG"]) > 1e-4

# controls: wrong tilt and unequal windows must leave a known dipolar remainder
pair_z = along(ops[0], ops[1], (0, 0, 1))
off_angle = np.radians(45)
n_off = tilt_vector(off_angle)
p2 = (3 * np.cos(off_angle)**2 - 1) / 2
off_average = rotation_average(ops, n_off, pair_z)
assert norm(off_average - p2 * along(ops[0], ops[1], n_off)) < 1e-12
unequal_average = pulse_average(ops, UNEQUAL, pair_z)
assert norm(unequal_average + along(ops[0], ops[1], (1, 0, 0)) / 5) < 1e-12

# printed numbers
print(f"proton gamma = {gamma_au:.6e} atomic units")
print(f"dipolar constant alpha^2 gamma^2 = {K_au:.5e} hartree bohr^3")
print(f"dipolar constant = {K:.5e} eV angstrom^3")
for k, position in enumerate(positions):
    print(f"proton {k+1}: position {position} angstrom, shift {shifts[k]*NEV:.1e} eV")
for (i, j), r, a, D in zip(pairs, distances, angles, couplings):
    print(f"pair {i+1}{j+1}: r = {r:.4f} angstrom, angle = {a:.1f} deg, D = {D*NEV:.4e} eV")
print(f"norm of dipolar Hamiltonian = {norm(H_dip)*NEV:.4e} eV")
print(f"hbar/tau = {NEV:.1e} eV; hbar*omega_e (LG) = {NEV:.1e} eV")
print(f"LG tilt = {np.degrees(MAGIC):.4f} deg")
print(f"LG offset = {np.cos(MAGIC)*NEV:.4e} eV, rf amplitude = {np.sin(MAGIC)*NEV:.4e} eV")
for label, sequence in (("WAHUHA", WAHUHA), ("MREV-8", MREV8)):
    print(f"{label} windows: duration/tau and toggled Iz as (x, y, z)")
    for duration, h in toggled(one, sequence, one[0][2]):
        v = [int(round(2 * np.trace(m @ h).real)) for m in one[0]]
        print(f"  {duration}  {tuple(v)}")
separation = (shifts[0] - shifts[1]) * NEV
to_hz = sc.e / sc.h
print(f"shift separation of protons 1 and 2, unscaled = {separation:.4e} eV"
      f" = {separation*to_hz:.1f} Hz")
for name in claims:
    v = mean_vectors[name]
    s = np.linalg.norm(v)
    print(f"{name}: mean vector = ({v[0]:.5f}, {v[1]:.5f}, {abs(v[2]):.5f}), scale = {s:.6f}")
    print(f"  zeroth-order dipolar norm / original = {dipolar_left[name]:.1e}")
    print(f"  scaled separation = {s*separation:.4e} eV = {s*separation*to_hz:.1f} Hz")
    print(f"  exact one-spin scale (proton 1 shift) = {one_spin_scale[name]:.6f}")
    print(f"  three-spin residue beyond zeroth order, norm = {residue[name]*NEV:.3e} eV")
    print(f"  first-order term, norm = {norm(first_order[name])*NEV:.3e} eV")
print(f"control, LG tilt 45 deg: dipolar factor = {p2:.4f}")
print(f"control, WAHUHA middle window tau: dipolar norm / original = "
      f"{norm(unequal_average)/norm(pair_z):.4f}")
print("OK")
```

Running it gives:

```
proton gamma = 1.521032e-03 atomic units
dipolar constant alpha^2 gamma^2 = 1.23199e-10 hartree bohr^3
dipolar constant = 4.96777e-10 eV angstrom^3
proton 1: position [0. 0. 0.] angstrom, shift 8.0e-12 eV
proton 2: position [0. 0. 2.] angstrom, shift -5.0e-12 eV
proton 3: position [2. 0. 0.] angstrom, shift 2.0e-12 eV
pair 12: r = 2.0000 angstrom, angle = 0.0 deg, D = -6.2097e-11 eV
pair 13: r = 2.0000 angstrom, angle = 90.0 deg, D = 3.1049e-11 eV
pair 23: r = 2.8284 angstrom, angle = 135.0 deg, D = -5.4887e-12 eV
norm of dipolar Hamiltonian = 6.7335e-11 eV
hbar/tau = 1.0e-09 eV; hbar*omega_e (LG) = 1.0e-09 eV
LG tilt = 54.7356 deg
LG offset = 5.7735e-10 eV, rf amplitude = 8.1650e-10 eV
WAHUHA windows: duration/tau and toggled Iz as (x, y, z)
  1  (0, 0, 1)
  1  (0, 1, 0)
  2  (1, 0, 0)
  1  (0, 1, 0)
  1  (0, 0, 1)
MREV-8 windows: duration/tau and toggled Iz as (x, y, z)
  1  (0, 0, 1)
  1  (0, 1, 0)
  2  (1, 0, 0)
  1  (0, 1, 0)
  1  (0, 0, 1)
  1  (0, 0, 1)
  1  (0, -1, 0)
  2  (1, 0, 0)
  1  (0, -1, 0)
  1  (0, 0, 1)
shift separation of protons 1 and 2, unscaled = 1.3000e-11 eV = 3143.4 Hz
LG: mean vector = (0.47140, 0.00000, 0.33333), scale = 0.577350
  zeroth-order dipolar norm / original = 2.1e-16
  scaled separation = 7.5056e-12 eV = 1814.8 Hz
  exact one-spin scale (proton 1 shift) = 0.580005
  three-spin residue beyond zeroth order, norm = 2.264e-12 eV
  first-order term, norm = 2.312e-12 eV
WAHUHA: mean vector = (0.33333, 0.33333, 0.33333), scale = 0.577350
  zeroth-order dipolar norm / original = 1.5e-16
  scaled separation = 7.5056e-12 eV = 1814.8 Hz
  exact one-spin scale (proton 1 shift) = 0.577344
  three-spin residue beyond zeroth order, norm = 1.954e-14 eV
  first-order term, norm = 2.189e-20 eV
MREV-8: mean vector = (0.33333, 0.00000, 0.33333), scale = 0.471405
  zeroth-order dipolar norm / original = 1.2e-16
  scaled separation = 6.1283e-12 eV = 1481.8 Hz
  exact one-spin scale (proton 1 shift) = 0.471394
  three-spin residue beyond zeroth order, norm = 3.179e-14 eV
  first-order term, norm = 2.192e-14 eV
control, LG tilt 45 deg: dipolar factor = 0.2500
control, WAHUHA middle window tau: dipolar norm / original = 0.2000
OK
```
